**Fine structure of the 4f⁶ ⁷F term beyond the Landé rule**

To second order in the spin-orbit constant ζ, the ⁷F₁–⁷F₀ gap is ζ/6 + (16/9)ζ²/Δ_D − (5/6)ζ²/Δ_F, where Δ_D and Δ_F are the strength-weighted harmonic mean heights of the ⁵D and ⁵F terms above ⁷F. The program builds the Coulomb and spin-orbit matrices in the 295 determinants with M_J = 0. It asserts that the coupling strengths computed from these determinants agree with the closed formulas for every J from 0 to 6. It also asserts that the second- and third-order energies agree with finite differences of the diagonalized energies in ζ. Further assertions require that the gap falls below ζ/6 when the ⁵D terms are deleted, that it rises when the ⁵F terms are deleted, and that the full gap lies within 40 cm⁻¹ of 370 cm⁻¹. For ζ = 1320 cm⁻¹ and ⁵D₀ placed at 17000 cm⁻¹, the output gives a gap of 220 cm⁻¹ in first order, 301 through second, 352 through third and 380 from full diagonalization. Crystal field, configuration interaction and magnetic interactions other than ζ Σ s·l are not included.

## Check in Python

```python
"""
Why the 7F1 level of Eu3+ (4f^6) lies far above zeta/6.

Result under test, with X = J(J+1) and spin-orbit operator zeta*sum(s.l):
  E(7F_J) = zeta*(X-24)/12 - zeta^2*(W_D/D_D + W_F/D_F + W_G/D_G) + ...
  W_D = 4(42-X)(30-X)/315, W_F = X(42-X)/96, W_G = 5X(X-2)/672
  gap(J=1 minus J=0) = zeta/6 + (16/9)zeta^2/D_D - (5/6)zeta^2/D_F + ...
D_D, D_F, D_G: strength-weighted harmonic mean heights of the 5D, 5F, 5G
terms above 7F.  F2, F4, F6: Slater integrals.  Energies are in cm^-1.
The independent road is the full 4f^6 determinant basis with M_J = 0.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from sympy.physics.wigner import wigner_3j

# ---------- one-electron matrices; orbital index = 2*(m+3) + spin index
m_values = np.arange(-3, 4)
l_plus = np.zeros((7, 7))
for i in range(6):
    m = m_values[i]
    l_plus[i + 1, i] = np.sqrt(12 - m * (m + 1))
s_plus = np.array([[0.0, 0.0], [1.0, 0.0]])
l_z, s_z = np.diag(m_values.astype(float)), np.diag([-0.5, 0.5])
spin_orbit_1 = (np.kron(l_z, s_z) + 0.5 * np.kron(l_plus, s_plus.T)
                + 0.5 * np.kron(l_plus.T, s_plus))
orb_m = [int(m_values[p // 2]) for p in range(14)]
orb_s = [p % 2 for p in range(14)]


# ---------- determinants as bit patterns
def determinants(twice_m_total):
    found = []
    for occ in combinations(range(14), 6):
        if sum(2 * orb_m[p] + 2 * orb_s[p] - 1 for p in occ) == twice_m_total:
            found.append(sum(1 << p for p in occ))
    return found


def remove(state, p):
    if not (state >> p) & 1:
        return 0, 0
    sign = -1 if bin(state & ((1 << p) - 1)).count("1") % 2 else 1
    return sign, state ^ (1 << p)


def add(state, p):
    if (state >> p) & 1:
        return 0, 0
    sign = -1 if bin(state & ((1 << p) - 1)).count("1") % 2 else 1
    return sign, state | (1 << p)


def one_body(h, source, target):
    where = {d: i for i, d in enumerate(target)}
    out = np.zeros((len(target), len(source)))
    entries = [(int(p), int(q)) for p, q in np.argwhere(np.abs(h) > 1e-14)]
    for col, det in enumerate(source):
        for p, q in entries:
            sign1, mid = remove(det, q)
            if sign1 == 0:
                continue
            sign2, end = add(mid, p)
            if sign2 != 0 and end in where:
                out[where[end], col] += sign1 * sign2 * h[p, q]
    return out


basis0, basis1 = determinants(0), determinants(2)
n_det = len(basis0)
V = one_body(spin_orbit_1, basis0, basis0)
S_up = one_body(np.kron(np.eye(7), s_plus), basis0, basis1)
L_up = one_body(np.kron(l_plus, np.eye(2)), basis0, basis1)
S_z = one_body(np.kron(np.eye(7), s_z), basis0, basis0)
L_z = one_body(np.kron(l_z, np.eye(2)), basis0, basis0)
S2 = S_up.T @ S_up + S_z @ S_z + S_z
L2 = L_up.T @ L_up + L_z @ L_z + L_z
J2 = (L_up + S_up).T @ (L_up + S_up)

# ---------- Coulomb matrices, one for each Slater integral
ranks = (2, 4, 6)
three_j0 = [float(wigner_3j(3, k, 3, 0, 0, 0)) for k in ranks]
c_k = np.zeros((3, 7, 7))
for ik, k in enumerate(ranks):
    for a in range(-3, 4):
        for b in range(-3, 4):
            if abs(a - b) <= k:
                c_k[ik, a + 3, b + 3] = ((-1) ** abs(a) * 7 * three_j0[ik]
                    * float(wigner_3j(3, k, 3, -a, a - b, b)))


def repulsion(a, b, c, d):
    if orb_s[a] != orb_s[c] or orb_s[b] != orb_s[d]:
        return np.zeros(3)
    return c_k[:, a // 2, c // 2] * c_k[:, d // 2, b // 2]


pairs = list(combinations(range(14), 2))
scatter = {}
for c, d in pairs:
    scatter[c, d] = []
    for a, b in pairs:
        if orb_m[a] + orb_m[b] == orb_m[c] + orb_m[d]:
            value = repulsion(a, b, c, d) - repulsion(a, b, d, c)
            if np.max(np.abs(value)) > 1e-14:
                scatter[c, d].append((a, b, value))
where0 = {d: i for i, d in enumerate(basis0)}
C = np.zeros((3, n_det, n_det))
for col, det in enumerate(basis0):
    occupied = [p for p in range(14) if (det >> p) & 1]
    for c, d in combinations(occupied, 2):
        sg1, st1 = remove(det, c)
        sg2, st2 = remove(st1, d)
        for a, b, value in scatter[c, d]:
            sg3, st3 = add(st2, b)
            if sg3 == 0:
                continue
            sg4, st4 = add(st3, a)
            if sg4 != 0:
                C[:, where0[st4], col] += sg1 * sg2 * sg3 * sg4 * value
for matrix in C:
    assert np.allclose(matrix, matrix.T, atol=1e-11)
    assert np.max(np.abs(matrix @ S2 - S2 @ matrix)) < 1e-9
    assert np.max(np.abs(matrix @ L2 - L2 @ matrix)) < 1e-9

# ---------- states of definite S, L, J
code_values, vectors = np.linalg.eigh(1e6 * S2 + 1e3 * L2 + J2)
codes = np.rint(code_values).astype(int)
assert np.max(np.abs(code_values - codes)) < 1e-4
term_codes, j_codes = codes // 1000, codes % 1000


def term(S, L):
    return 1000 * S * (S + 1) + L * (L + 1)


def block(S, L, J):
    return vectors[:, (term_codes == term(S, L)) & (j_codes == J * (J + 1))]


def levels(coulomb, zeta, J, keep=None, drop=None):
    mask = j_codes == J * (J + 1)
    if keep is not None:
        mask = mask & np.isin(term_codes, keep)
    if drop is not None:
        mask = mask & ~np.isin(term_codes, drop)
    B = vectors[:, mask]
    return np.linalg.eigh(B.T @ (coulomb + zeta * V) @ B)[0]


def gap(coulomb, zeta, **choice):
    return (levels(coulomb, zeta, 1, **choice)[0]
            - levels(coulomb, zeta, 0, **choice)[0])


# ---------- coupling strengths: determinants against closed formulas
def strengths(J):
    X = J * (J + 1)
    return {2: 4 * (42 - X) * (30 - X) / 315, 3: X * (42 - X) / 96,
            4: 5 * X * (X - 2) / 672}


for J in range(7):
    ref = block(3, 3, J)
    assert ref.shape[1] == 1
    ref = ref[:, 0]
    first = ref @ V @ ref
    assert abs(first - (J * (J + 1) - 24) / 12) < 1e-8
    total = 0.0
    for L, formula in strengths(J).items():
        direct = np.sum((block(2, L, J).T @ V @ ref) ** 2)
        assert abs(direct - formula) < 1e-7, (J, L, direct, formula)
        total += direct
    assert abs(np.sum((V @ ref) ** 2) - first ** 2 - total) < 1e-7

# ---------- model parameters; F2 is set by the height of 5D0
zeta = 1320.0
height_5D0 = 17000.0


def fit_F2(r4, r6):
    unit = C[0] + r4 * C[1] + r6 * C[2]

    def miss(F2):
        e = levels(F2 * unit, zeta, 0)
        return e[1] - e[0] - height_5D0
    F2 = brentq(miss, 40000.0, 160000.0, xtol=1e-6)
    return F2, F2 * unit


ratio4, ratio6 = 0.7, 0.5
F2, H_C = fit_F2(ratio4, ratio6)
slater = np.array([F2, ratio4 * F2, ratio6 * F2])
ref0 = block(3, 3, 0)[:, 0]
E_7F = ref0 @ H_C @ ref0
exchange = 7 * np.sum(np.array(three_j0) ** 2 * slater)
assert abs(E_7F + 2.5 * exchange) < 1e-5


# ---------- term heights and shares of the coupling strength
def term_table(L, J):
    b, ref = block(2, L, J), block(3, 3, J)[:, 0]
    e, u = np.linalg.eigh(b.T @ H_C @ b)
    w = ((b @ u).T @ V @ ref) ** 2
    return e - E_7F, w / np.sum(w)


tables = {2: term_table(2, 0), 3: term_table(3, 1), 4: term_table(4, 2)}
mean_height = {L: 1 / np.sum(f / d) for L, (d, f) in tables.items()}
for L, J in ((2, 1), (2, 4), (3, 4), (4, 5)):
    d, f = term_table(L, J)
    assert np.allclose(d, tables[L][0], atol=1e-4)
    assert abs(1 / np.sum(f / d) / mean_height[L] - 1) < 1e-7


def second(J):
    return -sum(w / mean_height[L] for L, w in strengths(J).items())


def third(J):
    ref = block(3, 3, J)[:, 0]
    parts = {}
    for L in (2, 3, 4):
        b = block(2, L, J)
        parts[L] = np.zeros(n_det)
        if b.shape[1] > 0:
            shifted = b.T @ H_C @ b - E_7F * np.eye(b.shape[1])
            parts[L] = b @ np.linalg.solve(shifted, b.T @ V @ ref)
    x = parts[2] + parts[3] + parts[4]
    inside_D = parts[2] @ V @ parts[2]
    return np.array([inside_D, x @ V @ x - inside_D,
                     -(ref @ V @ ref) * (x @ x)])


# ---------- perturbation orders against finite differences in zeta
step = 50.0
for J in range(7):
    up, down = levels(H_C, step, J)[0], levels(H_C, -step, J)[0]
    first = (J * (J + 1) - 24) / 12
    numeric2 = (up + down - 2 * E_7F) / (2 * step ** 2)
    numeric3 = (up - down - 2 * first * step) / (2 * step ** 3)
    assert abs(numeric2 / second(J) - 1) < 2e-3
    # absolute part covers the fifth-order remainder where E3 is small
    assert abs(numeric3 - np.sum(third(J))) < 0.01 * np.sum(np.abs(third(J)))

# ---------- the gap, order by order and exact
gap1 = zeta / 6
gain_D = 16 / 9 * zeta ** 2 / mean_height[2]
loss_F = 5 / 6 * zeta ** 2 / mean_height[3]
gap2 = gap1 + gain_D - loss_F
assert abs(gap2 - gap1 - zeta ** 2 * (second(1) - second(0))) < 1e-7
third_parts = zeta ** 3 * (third(1) - third(0))
gap3 = gap2 + np.sum(third_parts)
gap_exact = gap(H_C, zeta)
gap_no_D = gap(H_C, zeta, drop=[term(2, 2)])
gap_no_F = gap(H_C, zeta, drop=[term(2, 3)])
gap_only_D = gap(H_C, zeta, keep=[term(3, 3), term(2, 2)])
assert gain_D > loss_F
assert gap_no_D < gap1 < gap_exact
assert gap_no_F > gap_exact
assert abs(gap_exact - 370) < 40

B0 = vectors[:, j_codes == 0]
ground = B0 @ np.linalg.eigh(B0.T @ (H_C + zeta * V) @ B0)[1][:, 0]
weight_7F = np.sum((block(3, 3, 0).T @ ground) ** 2)
weight_5D = np.sum((block(2, 2, 0).T @ ground) ** 2)
F2_alt, H_alt = fit_F2(0.67, 0.49)
gap_alt = gap(H_alt, zeta)
rydberg_cm = physical_constants["Rydberg constant"][0] / 100

# ---------- output
print(f"determinants with M_J = 0: {n_det}")
print(f"input zeta = {zeta:.0f} cm^-1")
print(f"input height of 5D0 above 7F0 = {height_5D0:.0f} cm^-1")
print(f"input ratios F4/F2 = {ratio4}, F6/F2 = {ratio6}")
print(f"fitted F2 = {F2:.0f} cm^-1")
for L, name in ((2, "5D"), (3, "5F")):
    for d, f in zip(*tables[L]):
        print(f"{name} term: height {d:.0f} cm^-1, strength share {f:.4f}")
for L, name in ((2, "5D"), (3, "5F"), (4, "5G")):
    print(f"harmonic mean height of {name} = {mean_height[L]:.0f} cm^-1")
for J in (0, 1):
    w = strengths(J)
    print(f"J={J}: W_D = {w[2]:.4f}, W_F = {w[3]:.4f} (units zeta^2)")
    print(f"J={J}: second-order depression by 5D = "
          f"{zeta**2 * w[2] / mean_height[2]:.1f} cm^-1")
print(f"gap, first order zeta/6 = {gap1:.1f} cm^-1")
print(f"second-order gain from 5D = {gain_D:.1f} cm^-1")
print(f"second-order loss from 5F = {loss_F:.1f} cm^-1")
print(f"gap through second order = {gap2:.1f} cm^-1")
print(f"third order, coupling inside 5D = {third_parts[0]:.1f} cm^-1")
print(f"third order, parts with 5F = {third_parts[1]:.1f} cm^-1")
print(f"third order, -E1 x.x term = {third_parts[2]:.1f} cm^-1")
print(f"third order, sum = {np.sum(third_parts):.1f} cm^-1")
print(f"gap through third order = {gap3:.1f} cm^-1")
print(f"gap, full 4f^6 diagonalization = {gap_exact:.1f} cm^-1")
print(f"the same gap = {1000 * gap_exact / rydberg_cm:.3f} mRy")
print(f"fourth and higher orders = {gap_exact - gap3:.1f} cm^-1")
print(f"gap with all 5D terms deleted = {gap_no_D:.1f} cm^-1")
print(f"gap with all 5F terms deleted = {gap_no_F:.1f} cm^-1")
print(f"gap with only 7F and 5D kept = {gap_only_D:.1f} cm^-1")
print(f"lowest J=0 state: 7F weight {weight_7F:.4f}, 5D {weight_5D:.4f}")
print(f"ratios 0.67, 0.49: F2 = {F2_alt:.0f}, gap = {gap_alt:.1f} cm^-1")
print("7F_J above 7F_0 in cm^-1: Lande, second order, full")
bottom = levels(H_C, zeta, 0)[0]
for J in range(1, 7):
    lande = zeta * J * (J + 1) / 12
    to_second = lande + zeta ** 2 * (second(J) - second(0))
    full = levels(H_C, zeta, J)[0] - bottom
    print(f"J={J}: {lande:.0f}, {to_second:.0f}, {full:.0f}")
print("checks complete")
```

It prints:

```
determinants with M_J = 0: 295
input zeta = 1320 cm^-1
input height of 5D0 above 7F0 = 17000 cm^-1
input ratios F4/F2 = 0.7, F6/F2 = 0.5
fitted F2 = 85393 cm^-1
5D term: height 20334 cm^-1, strength share 0.6838
5D term: height 38389 cm^-1, strength share 0.2813
5D term: height 69032 cm^-1, strength share 0.0349
5F term: height 30596 cm^-1, strength share 0.9988
5F term: height 57127 cm^-1, strength share 0.0012
harmonic mean height of 5D = 24120 cm^-1
harmonic mean height of 5F = 30614 cm^-1
harmonic mean height of 5G = 25329 cm^-1
J=0: W_D = 16.0000, W_F = 0.0000 (units zeta^2)
J=0: second-order depression by 5D = 1155.8 cm^-1
J=1: W_D = 14.2222, W_F = 0.8333 (units zeta^2)
J=1: second-order depression by 5D = 1027.4 cm^-1
gap, first order zeta/6 = 220.0 cm^-1
second-order gain from 5D = 128.4 cm^-1
second-order loss from 5F = 47.4 cm^-1
gap through second order = 301.0 cm^-1
third order, coupling inside 5D = 64.6 cm^-1
third order, parts with 5F = 7.7 cm^-1
third order, -E1 x.x term = -21.5 cm^-1
third order, sum = 50.8 cm^-1
gap through third order = 351.8 cm^-1
gap, full 4f^6 diagonalization = 380.2 cm^-1
the same gap = 3.464 mRy
fourth and higher orders = 28.4 cm^-1
gap with all 5D terms deleted = 174.6 cm^-1
gap with all 5F terms deleted = 413.9 cm^-1
gap with only 7F and 5D kept = 379.7 cm^-1
lowest J=0 state: 7F weight 0.9337, 5D 0.0637
ratios 0.67, 0.49: F2 = 88417, gap = 379.9 cm^-1
7F_J above 7F_0 in cm^-1: Lande, second order, full
J=1: 220, 301, 380
J=2: 660, 883, 1046
J=3: 1320, 1706, 1904
J=4: 2200, 2709, 2883
J=5: 3300, 3812, 3935
J=6: 4620, 4916, 5026
checks complete
```
